# The Zeeman effect of a $\Gamma_8$ quartet in cubic symmetry, part 1

(Sections cited here and not found follow in the later parts.)

## A field along a cube axis

Take an ion whose ground multiplet has $J=5/2$, on a site of cubic symmetry, with $x,y,z$ along the fourfold axes. Atomic units are used in the algebra, so $\mu_B=1/2$. The electron charge is negative, and the Zeeman operator is

$$H_Z=\mu_B\,\mathbf B\cdot\mathbf M,\qquad \mathbf M=\mathbf L+g_s\mathbf s ,$$

with $g_s>0$, $\mathbf s$ the true spin, and the magnetic moment equal to $-\mu_B\mathbf M$. Inside one $J$ multiplet $\mathbf M=g_J\mathbf J$.

The 24 rotations of the cube (the group $O$) are the signed permutation matrices of determinant $+1$: each sends an axis onto plus or minus an axis. The operator $C=J_x^4+J_y^4+J_z^4$ is therefore unchanged by all of them, and it serves as the crystal field. Its matrix follows from $J_\pm=J_x\pm iJ_y$ and $J_+|m\rangle=\sqrt{u_m}\,|m+1\rangle$ with $u_m=J(J+1)-m(m+1)$. For $J=5/2$,

$$u_{-5/2}=5,\quad u_{-3/2}=8,\quad u_{-1/2}=9,\quad u_{1/2}=8,\quad u_{3/2}=5,\quad u_{5/2}=0 .$$

Since $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$, and $i^4=1$,

$$J_x^4+J_y^4=\tfrac1{16}\left[(J_++J_-)^4+(J_+-J_-)^4\right].$$

Terms with an odd number of factors $J_-$ cancel and the others double. What remains is $\tfrac18$ times the sum of $J_+^4$, $J_-^4$ and the six orderings of two $J_+$ and two $J_-$. Each ordering is a four-step walk from $m$ back to $m$, with every rung it uses crossed as often upward as downward, so the six together give

$$u_mu_{m+1}+u_{m-1}u_{m-2}+(u_m+u_{m-1})^2 .$$

This equals $0+40+25=65$ for $m=5/2$, $0+72+169=241$ for $m=3/2$, and $40+72+289=401$ for $m=1/2$, with the same values for $-m$. Dividing by 8 and adding $m^4$ gives the diagonal elements $755/16$, $563/16$, $803/16$. Their mean is $707/16$, and relative to it they are $3,-9,6$. The off-diagonal elements come from $J_\pm^4/8$:

$$\langle \tfrac52|C|{-\tfrac32}\rangle=\tfrac18\sqrt{8\cdot9\cdot8\cdot5}=3\sqrt5 ,$$

and the same for $\langle-\tfrac52|C|\tfrac32\rangle$. The crystal field is written

$$H_{CF}=20B_4\left(C-\tfrac{707}{16}\right).$$

This is the Stevens form $B_4(O_4^0+5O_4^4)$. With $X=J(J+1)=35/4$, the operator $O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X$ has the values $60,-180,120$ for $|m|=5/2,3/2,1/2$, which are $20\times(3,-9,6)$, and $5O_4^4=\tfrac52(J_+^4+J_-^4)$ is $20\times\tfrac18(J_+^4+J_-^4)$.

The states $|\pm\tfrac12\rangle$ are not coupled to anything and lie at $120B_4$. The pair $|\tfrac52\rangle,|{-\tfrac32}\rangle$, and likewise $|{-\tfrac52}\rangle,|\tfrac32\rangle$, has the block

$$60B_4\begin{pmatrix}1&\sqrt5\\ \sqrt5&-3\end{pmatrix}.$$

The inner matrix has trace $-2$ and determinant $-8$, so its eigenvalues are $2$ and $-4$. The eigenvector for $2$ obeys $c_1+\sqrt5c_2=2c_1$, so $c_1=\sqrt5\,c_2$. The six states thus form a quartet at $120B_4$ and a doublet at $-240B_4$:

$$|a_\pm\rangle=\sqrt{\tfrac56}\,|{\pm\tfrac52}\rangle+\sqrt{\tfrac16}\,|{\mp\tfrac32}\rangle,\quad |{\pm\tfrac12}\rangle;\qquad |d_\pm\rangle=\sqrt{\tfrac16}\,|{\pm\tfrac52}\rangle-\sqrt{\tfrac56}\,|{\mp\tfrac32}\rangle .$$

The sign of $B_4$ decides which level is lower, and the gap is $\Delta=360|B_4|$. The states do not depend on $B_4$.

For $\mathbf B\parallel z$ and $g_J\mu_BB\ll\Delta$, first-order degenerate perturbation theory needs $J_z$ inside the quartet. No two of the four states share a value of $m$, so $J_z$ is diagonal there, with

$$\langle a_\pm|J_z|a_\pm\rangle=\pm\left(\tfrac56\cdot\tfrac52-\tfrac16\cdot\tfrac32\right)=\pm\tfrac{11}{6},\qquad \langle\pm\tfrac12|J_z|{\pm\tfrac12}\rangle=\pm\tfrac12 .$$

The four levels are $\pm\tfrac{11}6$ and $\pm\tfrac12$ in units of $g_J\mu_BB$. Any four-state space can be described by the matrices $\tilde S_x,\tilde S_y,\tilde S_z$ of a spin $3/2$, a fictitious spin. The term $g\mu_BB\tilde S_z$ alone gives outer and inner levels in the ratio $3$, whereas here the ratio is $11/3$. A second odd power, $\tilde S_z^3$, supplies a second constant, and no higher power adds a third, because $(\tilde S_z^2-\tfrac14)(\tilde S_z^2-\tfrac94)=0$ reduces $\tilde S_z^5$ to the first two. The extension to any field direction is Bleaney's Hamiltonian,

$$H=\mu_B\left[g\,\mathbf B\cdot\tilde{\mathbf S}+f\left(B_x\tilde S_x^3+B_y\tilde S_y^3+B_z\tilde S_z^3\right)\right].\tag{1}$$

When (1) is written with the letter $J$, that $J$ is the fictitious spin $3/2$ and not the angular momentum of the ion. Define

$$P=\langle\tilde{\tfrac32}|M_z|\tilde{\tfrac32}\rangle=\tfrac32g+\tfrac{27}8f,\qquad Q=\langle\tilde{\tfrac12}|M_z|\tilde{\tfrac12}\rangle=\tfrac12g+\tfrac18f .$$

Then $P-3Q=\tfrac{27}8f-\tfrac38f=3f$, and $g=2Q-\tfrac14f=2Q-\tfrac1{12}(P-3Q)$, so

$$g=\frac{27Q-P}{12},\qquad f=\frac{P-3Q}{3}.\tag{2}$$

The levels along $z$ give the two magnitudes $\tfrac{11}6$ and $\tfrac12$. They do not say which of them is $|P|$, nor what the signs are. Every assignment reproduces the levels along $z$, and each gives a different pair $(g,f)$. The assignment has to come from the way the states rotate, or from the other two components of $\mathbf M$.

## First derivation: counting covariant operators

**The condition on the projected moment.** A rotation $R$ by the angle $\theta$ about the unit vector $\mathbf n$ acts on the electrons as $U(R)=\exp(-i\theta\,\mathbf n\cdot\mathbf J)$, with $\mathbf J=\mathbf L+\mathbf s$ the total angular momentum. Because $[J_i,M_j]=i\epsilon_{ijk}M_k$,

$$U(R)\,M_j\,U(R)^\dagger=\sum_iM_i\,R_{ij}.\tag{3}$$

The sign is fixed by a rotation about $z$. The function $F(\theta)=e^{-i\theta J_z}M_xe^{i\theta J_z}$ has $F'(0)=-i[J_z,M_x]=M_y$ and $F''=-F$, so $F=M_x\cos\theta+M_y\sin\theta$, and $(\cos\theta,\sin\theta,0)$ is the first column of $R$.

Let a fourfold level of the zero-field Hamiltonian be isolated from all other levels. For $R$ in $O$ the operator $U(R)$ commutes with that Hamiltonian, hence with the projector on the level, and acts inside the level as a unitary $4\times4$ matrix $D(R)$. Projecting (3) on both sides shows that the three $4\times4$ matrices $M_i$ of the projected moment obey (3) with $D(R)$ in place of $U(R)$. To first order in $B$ the effective Hamiltonian is $\mu_B\mathbf B\cdot\mathbf M$ with these matrices. Nothing has been assumed about which multiplets or configurations the four states are made of.

For an odd number of electrons $U(R)$ changes sign when $\theta$ grows by $2\pi$. The sign drops out of every expression below, since $D$ always appears together with a $D^\dagger$ taken for the same axis and angle. The groups $O_h$ and $T_d$ contain improper operations $IR$, with $I$ the inversion and $R$ in $O$. The operator $\mathbf M$ is axial and commutes with $I$, so the matrix $D(IR)$ conjugates $M_j$ with the proper matrix $R$ on the right of (3). Inversion commutes with all rotations and leaves the spin alone, so these matrices multiply like those of $O$. The group $T_d$ consists of the twelve rotations of the tetrahedral group $T$ and of $IR$ for the other twelve $R$ in $O$, and thus furnishes 24 conditions of the same form. In $O_h$ the inversion is itself a symmetry and adds no condition.

**One counting rule.** Let $T_R$ be linear maps with $T_RT_{R'}=T_{RR'}$ and let $\Pi=\tfrac1{24}\sum_RT_R$. Multiplying by $T_{R'}$ only reorders the sum, so $T_{R'}\Pi=\Pi$ and $\Pi^2=\Pi$. The range of $\Pi$ is therefore the space of vectors fixed by every $T_R$, and its dimension is $\operatorname{tr}\Pi$, since an idempotent has eigenvalues 0 and 1 only. For the map $X\mapsto A(R)XB(R)^\dagger$ on rectangular matrices the trace is $\chi_A(R)\chi_B(R)^*$, where $\chi=\operatorname{tr}$, because the diagonal element for the matrix unit $E_{pq}$ is $A_{pp}B_{qq}^*$. A fixed $X$ satisfies $A(R)X=XB(R)$.

The character of spin $j$ is $\chi_j(\theta)=\sum_me^{-im\theta}=\sin[(2j+1)\theta/2]/\sin(\theta/2)$, and $\operatorname{tr}R=1+2\cos\theta$. The group has the identity, eight rotations by $2\pi/3$ about body diagonals, three by $\pi$ about cube axes, six by $\pi/2$ about cube axes, and six by $\pi$ about face diagonals. In that order:

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $\chi_{3/2}$ | 4 | $-1$ | 0 | 0 | 0 |
| $\chi_{5/2}$ | 6 | 0 | 0 | $-\sqrt2$ | 0 |
| $\operatorname{tr}R$ | 3 | 0 | $-1$ | 1 | $-1$ |

The entries of the first row are $\sin2\theta/\sin(\theta/2)$, for example $\sin(4\pi/3)/\sin(\pi/3)=-1$ and $\sin\pi/\sin(\pi/4)=0$. Those of the second are $\sin3\theta/\sin(\theta/2)$.

**Three counts.** First, take $A=B=D^{3/2}$. The count is $(16+8)/24=1$, so only multiples of the unit matrix commute with all $D^{3/2}(R)$. An invariant subspace would supply a commuting projector, so there is none: spin $3/2$ stays irreducible in $O$. This representation is called $\Gamma_8$, and a $\Gamma_8$ quartet is a level whose character is the first row of the table. For such a level the count with $A=D$, $B=D^{3/2}$ is again 1, so there is one matrix $W$, up to a factor, with $D(R)W=WD^{3/2}(R)$. The product $W^\dagger W$ commutes with every $D^{3/2}(R)$ and is a multiple of the unit matrix, so $W$ can be normalized to be unitary. Its columns are a basis $|\tilde m\rangle$, unique up to one overall phase, in which every cubic rotation acts exactly as on a spin $3/2$. In that basis $D(R)=\exp(-i\theta\,\mathbf n\cdot\tilde{\mathbf S})$ for $R$ in $O$.

Second, count the solutions of (3). Multiplying (3) by $R_{kj}$, summing over $j$ and using $RR^T=1$ gives $M_k=\sum_jR_{kj}DM_jD^\dagger$. The solutions are the fixed points of a map on triples of $4\times4$ matrices whose trace is $\operatorname{tr}R\,|\chi_{3/2}|^2$. Only $E$ and $C_3$ have $\chi_{3/2}\ne0$, and $\operatorname{tr}R=0$ on $C_3$, so the number of independent solutions is

$$\tfrac1{24}\left(3\cdot16+8\cdot0\cdot1\right)=2 .$$

Two solutions are at hand. The triple $\tilde S_j$ obeys (3) for any rotation. For a cubic rotation $R_{ij}=\epsilon_j\,\delta_{i,\pi(j)}$ with $\epsilon_j=\pm1$ and $\pi$ a permutation, so $D\tilde S_jD^\dagger=\epsilon_j\tilde S_{\pi(j)}$. Cubing both sides gives $D\tilde S_j^3D^\dagger=\epsilon_j^3\tilde S^3_{\pi(j)}=\epsilon_j\tilde S^3_{\pi(j)}$, which is (3) for the triple $\tilde S_j^3$. This step uses the cubic group: for a general rotation the cube of $\sum_i\tilde S_iR_{ij}$ contains mixed products. The two solutions are independent, since $\tilde S_z^3/\tilde S_z$ is $\tfrac94$ on one state and $\tfrac14$ on another. Hence $M_i=g\tilde S_i+f\tilde S_i^3$. The diagonal elements $P$ and $Q$ of the Hermitian matrix $M_z$ are real, so $g$ and $f$ in (2) are real. This is (1). Time reversal was not used; both terms are odd in $\tilde{\mathbf S}$ without being required to be.

Third, take $A=D^{5/2}$, $B=D^{3/2}$. The count is $6\cdot4/24=1$, so there is one $6\times4$ matrix $W$ with $D^{5/2}W=WD^{3/2}$, and it has orthonormal columns by the same argument. If an operator $H$ on the multiplet commutes with all cubic rotations, then $HW$ obeys the same equation, so $HW=EW$: the four columns are degenerate eigenvectors. Applied to $C$, this identifies them with the quartet $|a_\pm\rangle,|{\pm\tfrac12}\rangle$. It also shows that every cubic crystal field has this quartet as an eigenspace. The count for $A=B=D^{5/2}$ is $(36+6\cdot2)/24=2$, so the invariant operators are the two projectors on quartet and doublet, and $H_{CF}$ above is the most general traceless cubic field in the multiplet. The doublet has the character $\chi_{5/2}-\chi_{3/2}=(2,1,0,-\sqrt2,0)$ and is called $\Gamma_7$.

**The labels.** The rotation by $\pi/2$ about $z$ multiplies $|m\rangle$ by $e^{-i\pi m/2}$ and $|\tilde m\rangle$ by $e^{-i\pi\tilde m/2}$. The four values for $\tilde m=\pm\tfrac12,\pm\tfrac32$ are distinct, so each $|\tilde m\rangle$ is fixed up to a phase by its eigenvalue, and it can contain only $m\equiv\tilde m \pmod 4$. The state $|a_+\rangle$ contains $m=\tfrac52$ and $m=-\tfrac32=\tfrac52-4$, so it is $|\tilde m=-\tfrac32\rangle$. Likewise $|a_-\rangle$ is $|\tilde m=+\tfrac32\rangle$, and $|{\pm\tfrac12}\rangle$ is $|\tilde m=\pm\tfrac12\rangle$. Diagonal elements do not depend on phases, so

$$P=-\tfrac{11}6\,g_J,\qquad Q=+\tfrac12\,g_J .$$

Inserted in (2),

$$g=\frac{\tfrac{27}2+\tfrac{11}6}{12}\,g_J=\frac{92/6}{12}\,g_J=\frac{23}{18}\,g_J,\qquad f=\frac{-\tfrac{11}6-\tfrac96}{3}\,g_J=-\frac{10}9\,g_J .\tag{4}$$

The state with the largest positive $\langle J_z\rangle$ carries the most negative $\tilde m$. The cubic term is not a correction here: in $P$ it contributes $\tfrac{27}8\cdot(-\tfrac{10}9)=-\tfrac{15}4$ against $\tfrac32\cdot\tfrac{23}{18}=\tfrac{23}{12}$ from the linear term, and reverses the sign.

**The Landé factor for one f electron.** Inside a multiplet $j$ every vector operator is proportional to $\mathbf J$; this is the projection theorem, the statement for the full rotation group that the count of covariant triples is 1. Writing $\mathbf s=c\,\mathbf J$ there and taking the scalar product with $\mathbf J$, which does not lead out of the multiplet, gives $c=\langle\mathbf J\cdot\mathbf s\rangle/j(j+1)$. From $\mathbf L=\mathbf J-\mathbf s$, squared, $\mathbf J\cdot\mathbf s=\tfrac12[j(j+1)+\tfrac34-l(l+1)]$, which is $\tfrac12(\tfrac{35}4+\tfrac34-12)=-\tfrac54$ for $l=3$, $j=\tfrac52$. So $c=-\tfrac17$, $\mathbf L=\tfrac87\mathbf J$, and $g_J=(8-g_s)/7$. With $g_s=2$ this is $6/7$, and (4) becomes $g=23/21$, $f=-20/21$.

## Second derivation: projecting $\mathbf J$ and solving the commutation rules

This route uses no characters and no rotation matrices. It takes the four states, computes $\mathbf J$ among them, and looks for spin-$3/2$ operators directly.

The first derivation has shown that (1) holds for every isolated $\Gamma_8$ quartet to first order in the field, and has given $g=\tfrac{23}{18}g_J$, $f=-\tfrac{10}9g_J$ for $J=5/2$. It remains to reach these constants from the explicit states, to compare the two derivations, and to find the levels for any field direction and the limits of the description.
